# Divalent and tetravalent silicon dissolution from anodic charge and hydrogen volume: verification in Python

```python
# Result under test: for silicon dissolved anodically in HF,
#   x2 = 4 r/(1 + 2 r),  x4 = (1 - 2 r)/(1 + 2 r),  r = F n_H/Q.
# Q: anodic charge; F: Faraday constant; n_H: moles of H2 from the anode;
# x2, x4: fractions of dissolved atoms leaving by the divalent (two electrons,
# one H2) and tetravalent (four electrons, no H2) routes.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

F = const.physical_constants["Faraday constant"][0]
R = const.R
NA = const.N_A
torr = const.torr
mL = 1e-6


def fractions(charge, hydrogen):
    r = F * hydrogen / charge
    return 4 * r / (1 + 2 * r), (1 - 2 * r) / (1 + 2 * r)


# Stoichiometry from conservation of fluorine, hydrogen and charge:
# Si + a HF -> SiF6(2-) + b H(+) + h H2 + e electrons to the circuit.
a, b, h, e = sp.symbols("a b h e")
balance = sp.solve([a - 6, a - b - 2 * h, -2 + b - e], [a, b, e], dict=True)[0]
electrons = {k: int(balance[e].subs(h, k)) for k in (0, 1, 2)}
assert electrons[1] == 2 and electrons[0] == 4 and electrons[2] == 0
# The cathode makes one H2 from two electrons.
whole_cell_h2 = sp.simplify(h + balance[e] / 2)
assert whole_cell_h2 == 2

# Atom-by-atom tally compared with the inverse formula.
rng = np.random.default_rng(7)
for probability in (0.0, 0.15, 0.5, 0.85, 1.0):
    h2_each = (rng.random(20000) < probability).astype(int)
    electron_each = np.where(h2_each == 1, electrons[1], electrons[0])
    tally_charge = electron_each.sum() * F / NA
    tally_hydrogen = h2_each.sum() / NA
    found2, found4 = fractions(tally_charge, tally_hydrogen)
    assert abs(found2 - h2_each.mean()) < 1e-12
    assert abs(found4 - (1 - h2_each.mean())) < 1e-12
    valence = electron_each.mean()
    r_tally = F * tally_hydrogen / tally_charge
    assert abs(valence - 4 / (1 + 2 * r_tally)) < 1e-12
    assert abs(valence - (4 - 2 * found2)) < 1e-12
    divalent_charge = electron_each[h2_each == 1].sum() / electron_each.sum()
    assert abs(divalent_charge - 2 * r_tally) < 1e-12

# Chemical dissolution without current leaves the total-atom formula valid.
routes = np.repeat([1, 0, 2], [700, 200, 50])
charge_count = sum(electrons[int(k)] for k in routes)
assert abs(charge_count / 4 + routes.sum() / 2 - len(routes)) < 1e-12

# Worked example: round inputs in the regime of porous-layer formation.
area_cm2, current_mA_cm2, minutes = 5.0, 50.0, 10.0
volume_mL, temperature, pressure_torr, water_torr = 13.0, 295.0, 760.0, 20.0
charge = area_cm2 * current_mA_cm2 * 1e-3 * minutes * 60
dry_torr = pressure_torr - water_torr
hydrogen = dry_torr * torr * volume_mL * mL / (R * temperature)
ratio = F * hydrogen / charge
x2, x4 = fractions(charge, hydrogen)
total = charge / (4 * F) + hydrogen / 2
matrix = np.array([[electrons[1], electrons[0]], [1, 0]], dtype=float)
n2, n4 = np.linalg.solve(matrix, [charge / F, hydrogen])
assert np.allclose([n2 / (n2 + n4), n4 / (n2 + n4)], [x2, x4], rtol=1e-11)
assert abs((n2 + n4) / total - 1) < 1e-11
assert n2 > 0 and n4 > 0
# More than one H2 per two electrons demands a negative number of atoms.
for trial_ratio in (0.49, 0.51):
    trial = np.linalg.solve(matrix, [1.0, trial_ratio])
    assert (trial[1] < 0) == (trial_ratio > 0.5)
cathode_hydrogen = charge / (2 * F)
mixed_ratio = F * (hydrogen + cathode_hydrogen) / charge
mixed_amounts = np.linalg.solve(
    matrix, [charge / F, hydrogen + cathode_hydrogen])
assert mixed_ratio > 0.5 and mixed_amounts[1] < 0

silicon_molar_mass = 28.085  # g/mol, standard rounded atomic weight
silicon_molar_volume = const.physical_constants["molar volume of silicon"][0]
mass_mg = total * silicon_molar_mass * 1e3
solid_volume = total * silicon_molar_volume
thickness_um = solid_volume / (area_cm2 * 1e-4) * 1e6

# Independent standard errors of the instruments.
error_V, error_Q, error_T, error_P = 0.2, 0.005 * charge, 1.0, 2.0
relative_r = np.sqrt((error_V / volume_mL)**2 + (error_Q / charge)**2
                     + (error_T / temperature)**2 + (error_P / dry_torr)**2)
error_x2 = x2 * relative_r / (1 + 2 * ratio)
samples = 200000
sample_V = rng.normal(volume_mL, error_V, samples)
sample_Q = rng.normal(charge, error_Q, samples)
sample_T = rng.normal(temperature, error_T, samples)
sample_P = rng.normal(dry_torr, error_P, samples)
sample_h = sample_P * torr * sample_V * mL / (R * sample_T)
sample_amounts = np.linalg.solve(matrix, np.vstack([sample_Q / F, sample_h]))
sample_x2 = sample_amounts[0] / sample_amounts.sum(axis=0)
# Sampling noise of a standard deviation is about 0.2 percent here.
assert abs(sample_x2.std() / error_x2 - 1) < 0.015

# Rough or trial inputs for effects outside the simple model.
electrolyte_mL = 30.0
solubility = 0.8        # mmol/(L atm), rough for H2 in water
porosity = 0.70         # trial value
wall_area_density = 200.0  # m2 per cm3 of porous layer, rough
hydride_density = 10.0  # H atoms/nm2, rough
chemical_rate = 0.01    # nm/min, trial value
hf_torr = 5.0           # trial value
leakage = 0.01          # trial value
virial_cm3 = 14.0       # cm3/mol, rough for H2 near room temperature

dissolved_h2 = (solubility * 1e-3 * electrolyte_mL * 1e-3
                * dry_torr * torr / const.atm)
wall_area = solid_volume * 1e6 / porosity * wall_area_density
held_h2 = wall_area * hydride_density * 1e18 / (2 * NA)
# The wall area grows linearly from zero while the layer forms.
area_minutes = quad(lambda t: wall_area * t / minutes, 0, minutes)[0]
chemical_atoms = area_minutes * chemical_rate * 1e-9 / silicon_molar_volume


def virial_residual(amount):
    density = amount / (volume_mL * mL)
    return (density * R * temperature * (1 + virial_cm3 * 1e-6 * density)
            - dry_torr * torr)


real_gas_h2 = brentq(virial_residual, 0.9 * hydrogen, 1.1 * hydrogen,
                     xtol=1e-16)


def corrected(charge_used, h2_made, atoms_without_current=0.0):
    amounts = np.linalg.solve(
        matrix, [charge_used / F, h2_made - 2 * atoms_without_current])
    assert np.all(amounts >= 0)
    all_atoms = amounts.sum() + atoms_without_current
    return amounts / all_atoms


hf_factor = (dry_torr - hf_torr) / dry_torr
effects = {
    "H2 dissolved in electrolyte": corrected(charge, hydrogen + dissolved_h2),
    "H held on pore walls": corrected(charge, hydrogen + held_h2),
    "chemical dissolution": corrected(charge, hydrogen, chemical_atoms),
    "HF vapour in gas": corrected(charge, hydrogen * hf_factor),
    "leakage current": corrected(charge * (1 - leakage), hydrogen),
    "gas non-ideality": corrected(charge, real_gas_h2),
}
combined = corrected(charge * (1 - leakage),
                     real_gas_h2 * hf_factor + dissolved_h2 + held_h2,
                     chemical_atoms)
combined_total = (charge * (1 - leakage) / (4 * F)
                  + (real_gas_h2 * hf_factor + dissolved_h2 + held_h2) / 2)
largest = max(effects, key=lambda name: abs(effects[name][0] - x2))
wet_x2 = fractions(charge, hydrogen * pressure_torr / dry_torr)[0]

print(f"Electrons per atom, divalent: {electrons[1]}")
print(f"Electrons per atom, tetravalent: {electrons[0]}")
print(f"Whole-cell H2 per dissolved atom: {whole_cell_h2}")
print(f"Faraday constant: {F:.3f} C/mol")
print(f"Gas constant: {R:.6f} J/(mol K)")
print(f"Area: {area_cm2:.1f} cm2")
print(f"Current density: {current_mA_cm2:.1f} mA/cm2")
print(f"Time: {minutes:.1f} min")
print(f"Wet anodic gas volume: {volume_mL:.1f} mL")
print(f"Temperature: {temperature:.1f} K")
print(f"Total pressure: {pressure_torr:.1f} Torr")
print(f"Rough water vapour pressure: {water_torr:.1f} Torr")
print(f"Dry hydrogen pressure: {dry_torr:.1f} Torr")
print(f"Charge Q: {charge:.2f} C")
print(f"Electrons Q/F: {charge/F*1e3:.4f} mmol")
print(f"Anodic hydrogen n_H: {hydrogen*1e3:.4f} mmol")
print(f"Ratio r: {ratio:.4f} (dimensionless)")
print(f"Divalent atoms n2: {n2*1e3:.4f} mmol")
print(f"Tetravalent atoms n4: {n4*1e3:.4f} mmol")
print(f"Total dissolved N: {total*1e3:.4f} mmol")
print(f"Divalent atom fraction x2: {x2:.4f} = {100*x2:.1f} %")
print(f"Tetravalent atom fraction x4: {x4:.4f} = {100*x4:.1f} %")
print(f"Divalent share of charge: {2*ratio:.4f} (fraction)")
print(f"Mean valence: {charge/(F*total):.4f} electrons/atom")
print(f"Silicon molar mass: {silicon_molar_mass:.3f} g/mol")
print(f"Dissolved silicon mass: {mass_mg:.2f} mg")
print(f"Equivalent solid thickness: {thickness_um:.2f} um")
print(f"Cathodic hydrogen: {cathode_hydrogen*1e3:.4f} mmol")
print(f"Mistaken r with cathode gas: {mixed_ratio:.4f}")
print(f"x2 if water vapour is ignored: {wet_x2:.4f}")
print(f"Standard errors V, T, P: {error_V} mL, {error_T} K, {error_P} Torr")
print(f"Standard error of Q: {error_Q:.2f} C")
print(f"Relative standard error of r: {100*relative_r:.2f} %")
print(f"Standard error of x2, formula: {error_x2:.4f}")
print(f"Standard error of x2, sampling: {sample_x2.std():.4f}")
print(f"Electrolyte volume: {electrolyte_mL:.1f} mL")
print(f"Rough H2 solubility: {solubility:.1f} mmol/(L atm)")
print(f"Dissolved H2 at saturation: {dissolved_h2*1e3:.4f} mmol")
print(f"Trial porosity: {porosity:.2f} (fraction)")
print(f"Rough wall area density: {wall_area_density:.0f} m2/cm3")
print(f"Final pore-wall area: {wall_area:.2f} m2")
print(f"Rough wall hydrogen density: {hydride_density:.0f} atoms/nm2")
print(f"H held on walls, as H2: {held_h2*1e3:.4f} mmol")
print(f"Trial chemical etch rate: {chemical_rate:.3f} nm/min")
print(f"Chemically dissolved Si: {chemical_atoms*1e3:.4f} mmol")
print(f"Trial HF pressure, leakage: {hf_torr:.1f} Torr, {100*leakage:.1f} %")
print(f"Rough H2 second virial coefficient: {virial_cm3:.1f} cm3/mol")
for name, values in effects.items():
    print(f"Change of x2, {name}: {values[0]-x2:+.5f}")
print(f"Largest single shift of x2: {largest}")
print(f"All effects together, x2 and x4: {combined[0]:.4f}, {combined[1]:.4f}")
print(f"All effects, chemical fraction: {chemical_atoms/combined_total:.4f}")
print("finished without a failed check")
```

It prints:

```
Electrons per atom, divalent: 2
Electrons per atom, tetravalent: 4
Whole-cell H2 per dissolved atom: 2
Faraday constant: 96485.332 C/mol
Gas constant: 8.314463 J/(mol K)
Area: 5.0 cm2
Current density: 50.0 mA/cm2
Time: 10.0 min
Wet anodic gas volume: 13.0 mL
Temperature: 295.0 K
Total pressure: 760.0 Torr
Rough water vapour pressure: 20.0 Torr
Dry hydrogen pressure: 740.0 Torr
Charge Q: 150.00 C
Electrons Q/F: 1.5546 mmol
Anodic hydrogen n_H: 0.5229 mmol
Ratio r: 0.3364 (dimensionless)
Divalent atoms n2: 0.5229 mmol
Tetravalent atoms n4: 0.1272 mmol
Total dissolved N: 0.6501 mmol
Divalent atom fraction x2: 0.8043 = 80.4 %
Tetravalent atom fraction x4: 0.1957 = 19.6 %
Divalent share of charge: 0.6727 (fraction)
Mean valence: 2.3913 electrons/atom
Silicon molar mass: 28.085 g/mol
Dissolved silicon mass: 18.26 mg
Equivalent solid thickness: 15.68 um
Cathodic hydrogen: 0.7773 mmol
Mistaken r with cathode gas: 0.8364
x2 if water vapour is ignored: 0.8172
Standard errors V, T, P: 0.2 mL, 1.0 K, 2.0 Torr
Standard error of Q: 0.75 C
Relative standard error of r: 1.67 %
Standard error of x2, formula: 0.0081
Standard error of x2, sampling: 0.0080
Electrolyte volume: 30.0 mL
Rough H2 solubility: 0.8 mmol/(L atm)
Dissolved H2 at saturation: 0.0234 mmol
Trial porosity: 0.70 (fraction)
Rough wall area density: 200 m2/cm3
Final pore-wall area: 2.24 m2
Rough wall hydrogen density: 10 atoms/nm2
H held on walls, as H2: 0.0186 mmol
Trial chemical etch rate: 0.010 nm/min
Chemically dissolved Si: 0.0093 mmol
Trial HF pressure, leakage: 5.0 Torr, 1.0 %
Rough H2 second virial coefficient: 14.0 cm3/mol
Change of x2, H2 dissolved in electrolyte: +0.02111
Change of x2, H held on pore walls: +0.01686
Change of x2, chemical dissolution: -0.02857
Change of x2, HF vapour in gas: -0.00326
Change of x2, leakage current: +0.00484
Change of x2, gas non-ideality: -0.00027
Largest single shift of x2: chemical dissolution
All effects together, x2 and x4: 0.8154, 0.1707
All effects, chemical fraction: 0.0140
finished without a failed check
```
